# Why a tunnel-junction array's conductance dip measures temperature: verification in Python

```python
"""Coulomb blockade thermometer: N equal tunnel junctions in series.
Result under test: for small eps the conductance dip has full width at half
depth 2*v0*N*kT/e = 5.439 N kT/e, with relative correction a*eps.
  v     = eV/(N kT), bias per junction        kappa = e^2/(C kT)
  eps   = (N-1) kappa/(2N), charging energy of one tunnel event over kT
  gamma = golden-rule rate factor, h = gamma'(v) - gamma'(-v)
Master-equation units: e = kT = 1, junction resistance 1 unless stated.
The master equation takes its energies from the capacitance matrix.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from scipy.special import expit

mp.mp.dps = 60


def gamma(x):
    """Rate factor x/(1-exp(-x)) for energy gain x."""
    x = np.asarray(x, dtype=float)
    small = np.abs(x) < 1e-9
    safe = np.where(small, 1.0, x)
    return np.where(small, 1 + x / 2, -safe / np.expm1(-safe))


def dip_shape(v):
    """Closed form of h'(v), for v > 0."""
    y = v / 2
    return (y / np.tanh(y) - 1) / np.sinh(y)**2


def array_state(n, kappa, v, span, stray=0.0, offset=0.0, resist=None):
    """Steady current and junction-averaged variance of the voltage drops.
    stray: capacitance of each island to ground, in units of C."""
    m = n - 1
    resist = np.ones(n) if resist is None else np.asarray(resist, float)
    cap = ((2 + stray) * np.eye(m) - np.eye(m, k=1) - np.eye(m, k=-1)) / kappa
    inverse = np.linalg.inv(cap)
    side = 2 * span + 1
    occupation = np.indices((side,) * m).reshape(m, -1) - span
    size = occupation.shape[1]
    lead = n * v / 2
    charge = occupation + np.broadcast_to(offset, (m,)).astype(float)[:, None]
    charge[0] += lead / kappa
    charge[-1] -= lead / kappa
    ends = np.full((1, size), lead)
    node = np.vstack([ends, inverse @ charge, -ends])
    drop = node[:-1] - node[1:]
    stride = np.array([side**(m - 1 - k) for k in range(m)])
    rows, cols, data = [], [], []
    net_first = np.zeros(size)
    for j in range(n):
        for sign in (1, -1):
            step = np.zeros(m, dtype=int)
            if j > 0:
                step[j - 1] -= sign
            if j < m:
                step[j] += sign
            shift = np.concatenate([[0.0], inverse @ step, [0.0]])
            gain = sign * (drop[j] + (shift[j] - shift[j + 1]) / 2)
            allowed = np.all(np.abs(occupation + step[:, None]) <= span, axis=0)
            rate = np.where(allowed, gamma(gain) / resist[j], 0.0)
            source = np.flatnonzero(allowed)
            rows += [source + int(step @ stride), source]
            cols += [source, source]
            data += [rate[source], -rate[source]]
            if j == 0:
                net_first += sign * rate
    matrix = coo_matrix((np.concatenate(data),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(size, size)).tocsc()
    # fix the weight of the central state, solve for the others, normalize
    centre = size // 2
    keep = np.delete(np.arange(size), centre)
    reduced = matrix[keep][:, keep].tocsc()
    feed = -matrix[:, [centre]].toarray().ravel()[keep]
    solver = splu(reduced, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    prob = np.ones(size)
    prob[keep] = solver.solve(feed)
    prob /= prob.sum()
    variance = np.mean(drop**2 @ prob - (drop @ prob)**2)
    return prob @ net_first, variance


def dip(n, kappa, v, span, **options):
    """1 - G/G_T from a central difference of the steady current."""
    d = 3e-3
    resist = options.get("resist")
    mean_r = 1.0 if resist is None else np.mean(resist)
    up = array_state(n, kappa, v + d, span, **options)[0]
    down = array_state(n, kappa, v - d, span, **options)[0]
    return 1 - mean_r * (up - down) / (2 * d)


def full_width(n, kappa, span, **options):
    """Full width in units of N kT/e, and depth of the dip."""
    depth = dip(n, kappa, 0.0, span, **options)
    half = brentq(lambda v: dip(n, kappa, v, span, **options) - depth / 2,
                  2.2, 3.4, xtol=1e-8)
    return 2 * half, depth


# golden-rule integral against the closed rate factor
for x in (-3.0, -0.5, 0.7, 4.0):
    integral = quad(lambda s: expit(-s) * expit(s + x), -60, 60,
                    points=[-x, 0], epsabs=1e-12, limit=200)[0]
    assert abs(integral - gamma(x)) < 1e-8

# symbolic derivatives starting from the rate factor
s = sp.symbols("s")
slope = sp.diff(s / (1 - sp.exp(-s)), s)
h = slope - slope.subs(s, -s)
q = s * sp.coth(s / 2) * sp.diff(h, s, 2) / 2
h1 = sp.lambdify(s, sp.diff(h, s), "mpmath")
h2 = sp.lambdify(s, sp.diff(h, s, 2), "mpmath")
q1 = sp.lambdify(s, sp.diff(q, s), "mpmath")
tiny = mp.mpf("1e-6")
for x in (0.5, 1.7, 4.0):
    assert abs(float(h1(mp.mpf(x))) - dip_shape(x)) < 1e-11
assert abs(h1(tiny) - mp.mpf(1) / 3) < 1e-10
assert abs(q1(tiny) + mp.mpf(1) / 15) < 1e-10
assert np.all(np.diff(dip_shape(np.linspace(0.05, 20, 400))) < 0)

v0 = brentq(lambda x: dip_shape(x) - 1 / 6, 1, 5, xtol=1e-13)
h2_v0, q1_v0 = float(h2(mp.mpf(v0))), float(q1(mp.mpf(v0)))
a = -(1 / 30 + q1_v0) / (v0 * h2_v0)
b = 3 * a
print(f"half-depth bias v0 = {v0:.5f} kT/e per junction")
print(f"full width 2*v0 = {2*v0:.5f} N kT/e")
print(f"h''(v0) = {h2_v0:.5f}, q'(v0) = {q1_v0:.5f}")
print(f"width correction: a = {a:.4f} per eps, 3a = {b:.4f} per depth")

# whole dip for two junctions against first and second order
eps = 0.04
print(f"two junctions, eps = {eps}: v, exact dip, 1st order, 2nd order")
for v in (0.0, 1.0, 2.0, 3.0, 5.0):
    exact = dip(2, 4 * eps, v, 45)
    at = mp.mpf(v) if v > 0 else tiny
    first = eps * float(h1(at))
    second = first + eps**2 * float(q1(at))
    print(f"  {v:.1f}  {exact:.6f}  {first:.6f}  {second:.6f}")
    assert abs(exact - second) < 0.3 * eps**3

# width for two junctions: limit and slope as eps goes to zero
w_small, _ = full_width(2, 4 * 0.04, 45)
w_large, _ = full_width(2, 4 * 0.08, 45)
limit = 2 * w_small - w_large
slopes = [(w / (2 * v0) - 1) / e for w, e in ((w_small, 0.04), (w_large, 0.08))]
slope_limit = 2 * slopes[0] - slopes[1]
print(f"two junctions, width at eps 0.04: {w_small:.5f} N kT/e")
print(f"two junctions, width at eps 0.08: {w_large:.5f} N kT/e")
print(f"width extrapolated to eps = 0: {limit:.5f} N kT/e")
print(f"slope a extrapolated to eps = 0: {slope_limit:.4f}")
assert abs(limit / (2 * v0) - 1) < 1e-3
assert abs(slope_limit - a) < 2e-3

# four junctions: dip at the predicted half-depth bias
kappa4 = 1.0
depth4 = dip(4, kappa4, 0.0, 8)
ratio4 = dip(4, kappa4, v0 * (1 + b * depth4), 8) / depth4
print(f"four junctions, eps = {kappa4*3/8:.3f}: depth {depth4:.4f}")
print(f"  dip/depth at predicted half-width bias: {ratio4:.4f}")
assert abs(ratio4 - 0.5) < 0.01

# offset charge: irrelevant at small eps, visible at large eps
print("two junctions, depth for island offset charge 0 and e/2")
for e in (0.2, 2.0):
    plain = dip(2, 4 * e, 0.0, 20)
    shifted = dip(2, 4 * e, 0.0, 20, offset=0.5)
    print(f"  eps = {e:.1f}: {plain:.6f}  {shifted:.6f}")
    if e < 1:
        assert abs(plain - shifted) < 1e-8
    else:
        assert abs(plain - shifted) > 1e-3

# stray capacitance to ground leaves the leading width unchanged
w_a, depth_a = full_width(3, 0.2, 28, stray=0.5)
w_b, _ = full_width(3, 0.4, 24, stray=0.5)
bare_depth = dip(3, 0.2, 0.0, 28)
print("three junctions, kappa = 0.2, stray capacitance C/2 per island")
print(f"  depth {depth_a:.5f}, without stray {bare_depth:.5f}")
print(f"  width extrapolated to kappa = 0: {2*w_a-w_b:.4f} N kT/e")
assert abs((2 * w_a - w_b) / (2 * v0) - 1) < 2e-3
assert depth_a < 0.98 * bare_depth

# unequal resistances change the width
share = np.array([1.0, 2.0]) / 3
uneven = 2 * brentq(lambda v: share @ dip_shape(2 * v * share) - 1 / 6, 1, 5)
u_a, _ = full_width(2, 0.16, 45, resist=(1.0, 2.0))
u_b, _ = full_width(2, 0.32, 45, resist=(1.0, 2.0))
print("two junctions with resistances 1:2, width in N kT/e")
print(f"  formula {uneven:.4f}, master equation {2*u_a-u_b:.4f}")
assert abs((2 * u_a - u_b) / uneven - 1) < 2e-3
assert abs(uneven / (2 * v0) - 1) > 0.02

# worked example
n_array, cap_farad = 20, 10e-15
k_over_e = const.k / const.e
event_kelvin = (n_array - 1) / (2 * n_array) * const.e**2 / cap_farad / const.k
print(f"k/e = {k_over_e*1e3:.6f} mV/K")
print(f"h/e^2 = {const.h/const.e**2/1e3:.3f} kOhm")
print(f"example: N = {n_array}, C = {cap_farad*1e15:.0f} fF")
print(f"  charging energy E/k = {event_kelvin:.5f} K")
print(f"  leading width per kelvin = {2*v0*n_array*k_over_e*1e3:.4f} mV/K")
print("  T (K), eps, depth, leading width (mV), corrected width (mV)")
for temp in (0.5, 1.0, 4.0):
    e = event_kelvin / temp
    lead_mv = 2 * v0 * n_array * k_over_e * temp * 1e3
    print(f"  {temp:.1f}  {e:.5f}  {e/3-e**2/15:.5f}"
          f"  {lead_mv:.4f}  {lead_mv*(1+a*e):.4f}")

# synthetic measurement: three junctions at 1 K with the same eps
true_temp = 1.0
eps3 = event_kelvin / true_temp
w3, depth3 = full_width(3, 3 * eps3, 24, offset=np.array([0.3, -0.2]))
width_volt = w3 * 3 * k_over_e * true_temp
raw = width_volt / (2 * v0 * 3 * k_over_e)
corrected = raw / (1 + b * depth3)
print(f"synthetic data, three junctions, T = {true_temp:.1f} K")
print(f"  width {width_volt*1e3:.5f} mV, depth {depth3:.5f}")
print(f"  T from leading formula: {raw:.5f} K")
print(f"  T corrected by depth: {corrected:.5f} K")
assert abs(corrected - true_temp) < 1e-3
assert abs(raw - true_temp) > 5e-3

# variance of the voltage drops away from equilibrium
_, variance3 = array_state(3, 3 * eps3, v0, 24)
predicted = eps3 * v0 / np.tanh(v0 / 2)
print("variance of junction drop at v0, in (kT/e)^2")
print(f"  master equation {variance3:.4f}, leading order {predicted:.4f}")
assert abs(variance3 / predicted - 1) < 0.05

print("no test failed")
```

Running it gives:

```
half-depth bias v0 = 2.71958 kT/e per junction
full width 2*v0 = 5.43917 N kT/e
h''(v0) = -0.07987, q'(v0) = -0.00494
width correction: a = 0.1307 per eps, 3a = 0.3921 per depth
two junctions, eps = 0.04: v, exact dip, 1st order, 2nd order
  0.0  0.013227  0.013333  0.013227
  1.0  0.011983  0.012076  0.011982
  2.0  0.009016  0.009066  0.009016
  3.0  0.005805  0.005798  0.005806
  5.0  0.001726  0.001676  0.001727
two junctions, width at eps 0.04: 5.46752 N kT/e
two junctions, width at eps 0.08: 5.49571 N kT/e
width extrapolated to eps = 0: 5.43933 N kT/e
slope a extrapolated to eps = 0: 0.1307
four junctions, eps = 0.375: depth 0.1162
  dip/depth at predicted half-width bias: 0.5025
two junctions, depth for island offset charge 0 and e/2
  eps = 0.2: 0.064097  0.064097
  eps = 2.0: 0.504377  0.435661
three junctions, kappa = 0.2, stray capacitance C/2 per island
  depth 0.01676, without stray 0.02193
  width extrapolated to kappa = 0: 5.4392 N kT/e
two junctions with resistances 1:2, width in N kT/e
  formula 4.9719, master equation 4.9720
k/e = 0.086173 mV/K
h/e^2 = 25.813 kOhm
example: N = 20, C = 10 fF
  charging energy E/k = 0.08831 K
  leading width per kelvin = 9.3742 mV/K
  T (K), eps, depth, leading width (mV), corrected width (mV)
  0.5  0.17663  0.05680  4.6871  4.7953
  1.0  0.08831  0.02892  9.3742  9.4824
  4.0  0.02208  0.00733  37.4969  37.6051
synthetic data, three junctions, T = 1.0 K
  width 1.42238 mV, depth 0.02893
  T from leading formula: 1.01155 K
  T corrected by depth: 1.00021 K
variance of junction drop at v0, in (kT/e)^2
  master equation 0.2724, leading order 0.2741
no test failed
```
